\section*{Angle-averaged Bloch overlaps for acoustic scattering of heavy and light holes}

\section*{Question}

I am working out acoustic phonon scattering of holes in a thick germanium channel. I use spherical $J=3/2$ bands and a hydrostatic deformation potential, so the phonon does not act on the band index. The rate formula I was given has a factor $1/2$ for heavy-to-heavy scattering and the same $1/2$ for heavy-to-light.

I cannot reproduce it. Rotating the state $m=3/2$ through an angle $\theta$ gives the squared overlap $\cos^6(\theta/2)$ with the rotated $m=3/2$ state, and its average over the sphere is $1/4$. Where is the missing factor of two? Why should heavy and light final states give the same number when their masses are so different? And why is a plain average over angle correct, when the phonon coupling depends on $q$ and momentum loss should bring in $1-\cos\theta$?

\section*{Answer}

Your $1/4$ is correct for one final state. Each band is doubly degenerate, and the rate out of a state includes both members of the final pair.

\subsection*{The states and the quantity to average}

Count hole energy as positive into the valence band. The spherical Hamiltonian is
\begin{equation}
H=\frac{\hbar^2}{2m_0}\left[\left(\gamma_1+\tfrac52\gamma\right)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\right].
\end{equation}
With $\mathbf k=k\mathbf n$, the operator $(\mathbf n\cdot\mathbf J)^2$ has the eigenvalue $9/4$ for heavy holes and $1/4$ for light holes. The brackets become $(\gamma_1-2\gamma)k^2$ and $(\gamma_1+2\gamma)k^2$, so
\begin{equation}
m_h=\frac{m_0}{\gamma_1-2\gamma},\qquad m_l=\frac{m_0}{\gamma_1+2\gamma}.
\end{equation}
The projectors onto the two pairs are
\begin{equation}
P_h(\mathbf n)=\tfrac12\left[(\mathbf n\cdot\mathbf J)^2-\tfrac14\right],\qquad
P_l(\mathbf n)=\tfrac12\left[\tfrac94-(\mathbf n\cdot\mathbf J)^2\right].
\end{equation}
Inserting the eigenvalues $9/4$ and $1/4$ gives 1 and 0 for $P_h$, and 0 and 1 for $P_l$.

The hydrostatic coupling $\Xi\,\nabla\cdot\mathbf u$ is the identity in the four-dimensional band space. For an initial spinor $|i\rangle$ and final band $f$, the overlap factor is therefore
\begin{equation}
G_{if}=\sum_{s=1,2}|\langle f,s,\mathbf n'|i\rangle|^2=\langle i|P_f(\mathbf n')|i\rangle .
\end{equation}
This sum does not depend on the basis chosen in the final pair, whereas a single overlap does.

\subsection*{The angular laws}

Put the initial direction along $z$ and take $\mathbf n'=(\sin\theta,0,\cos\theta)$. Then
\begin{equation}
(\mathbf n'\cdot\mathbf J)^2=\cos^2\theta\,J_z^2+\sin^2\theta\,J_x^2
+\sin\theta\cos\theta\,(J_xJ_z+J_zJ_x).
\end{equation}
In a state of definite $m$, the last bracket has expectation value $2m\langle J_x\rangle=0$. Rotation symmetry about $z$ gives $\langle J_x^2\rangle=\langle J_y^2\rangle$, and $\mathbf J^2=15/4$, so
\begin{equation}
\langle J_x^2\rangle=\tfrac12\left(\tfrac{15}{4}-m^2\right)=\tfrac34\quad\text{for } m=\pm\tfrac32 .
\end{equation}
Hence
\begin{align}
G_{hh}&=\tfrac12\left[\tfrac94\cos^2\theta+\tfrac34\sin^2\theta-\tfrac14\right]
=\tfrac14(1+3\cos^2\theta),\\
G_{hl}&=\tfrac12\left[\tfrac94-\tfrac94\cos^2\theta-\tfrac34\sin^2\theta\right]
=\tfrac34\sin^2\theta .
\end{align}
These hold for any superposition of $m=\pm3/2$: the operator above changes $m$ by at most 2, so it cannot connect states that differ by 3.

Your calculation fits in here. The overlap with the other rotated heavy state is $\sin^6(\theta/2)$, and
\begin{equation}
\cos^6\tfrac\theta2+\sin^6\tfrac\theta2
=1-3\sin^2\tfrac\theta2\cos^2\tfrac\theta2
=1-\tfrac34\sin^2\theta=G_{hh}.
\end{equation}
Since $\langle\cos^2\theta\rangle=1/3$ and $\langle\sin^2\theta\rangle=2/3$ over the sphere,
\begin{equation}
\langle G_{hh}\rangle=\tfrac14(1+1)=\tfrac12,\qquad
\langle G_{hl}\rangle=\tfrac34\cdot\tfrac23=\tfrac12 .
\end{equation}

The equality has a simple origin. Because $\langle n'_in'_j\rangle=\delta_{ij}/3$, the average of $(\mathbf n'\cdot\mathbf J)^2$ is $\mathbf J^2/3=5/4$ times the identity. Substitution in the projectors gives
\begin{equation}
\langle P_h\rangle=\langle P_l\rangle=\tfrac12\,\mathbf 1 .
\end{equation}
Averaged over direction, each pair covers half of the four-dimensional space evenly. The masses do not enter, and the result also holds for a light initial hole.

\subsection*{Why the average has uniform weight}

For a longitudinal mode with $\omega=v_lq$ in volume $V$, emission (upper sign) and absorption (lower sign) have
\begin{equation}
|M_\pm|^2=\frac{\Xi^2\hbar q^2}{2\rho V\omega}\left(N_q+\tfrac12\pm\tfrac12\right)G_{if}.
\end{equation}
If $\hbar\omega\ll k_BT$, then $2N_q+1\simeq2k_BT/\hbar\omega$, and the sum of the two is
\begin{equation}
\frac{\Xi^2\hbar q^2}{2\rho V\omega}\,\frac{2k_BT}{\hbar\omega}\,G_{if}
=\frac{\Xi^2k_BT}{\rho v_l^2V}\,G_{if}.
\end{equation}
The wave number has cancelled. If also $\hbar\omega\ll E$, the final states lie on the sphere of energy $E$ and are counted uniformly in angle:
\begin{equation}
\Gamma_f=\frac{2\pi}{\hbar}\frac{\Xi^2k_BT}{\rho v_l^2}\,\frac12\,g_f(E),\qquad
g_f=\frac{(2m_f)^{3/2}\sqrt E}{4\pi^2\hbar^3}.
\label{rate}
\end{equation}
Here $g_f$ counts one member of the pair, because $G_{if}$ already contains the sum over both. Using the density of states of the whole pair would count the degeneracy twice. The masses enter through $g_f$, so equal overlaps do not mean equal rates.

With this uniform weight the factor $1-\cos\theta$ changes nothing. A field makes the distribution differ from equilibrium by a term odd in direction, proportional to $\mathbf F\cdot\mathbf n'$. Scattering back in averages this term with $G$, which is even under $\mathbf n'\to-\mathbf n'$, and gives zero. The momentum relaxation rate is thus the total out-rate, $1/\tau=\Gamma_h+\Gamma_l$, the same for heavy and light holes of equal energy.

When spontaneous emission alone remains, with $k_BT\ll\hbar\omega\ll E$, the weight is proportional to $q$ instead. It is then not even in $\mathbf n'$, and $1-\cos\theta$ does matter: for heavy-to-heavy scattering $\langle G_{hh}(1-\cos\theta)\rangle_q=22/35$, which is $22/17\simeq1.29$ times the average overlap found next. For heavy-to-heavy scattering $q=2k\sin(\theta/2)$. With $s=\sin(\theta/2)$, $\cos\theta=1-2s^2$ and $\sin\theta\,d\theta=4s\,ds$, the normalized weight is $3s^2ds$ on $0<s<1$. Then $\langle s^2\rangle=3/5$, $\langle s^4\rangle=3/7$, and
\begin{equation}
\langle\cos^2\theta\rangle_q=1-\tfrac{12}{5}+\tfrac{12}{7}=\tfrac{11}{35},\qquad
\langle G_{hh}\rangle_q=\tfrac14\left(1+\tfrac{33}{35}\right)=\tfrac{17}{35}\simeq0.486 .
\end{equation}

\subsection*{Numbers for a thick germanium channel}

Take rough germanium values $\gamma_1=13.4$, $\gamma=5.1$, $\rho=5320\ \mathrm{kg/m^3}$ and $v_l=5400$ m/s, with a round chosen $\Xi=4$ eV, at 300 K and a hole energy of 50 meV. The masses are $m_h=m_0/3.2=0.3125\,m_0$ and $m_l=m_0/23.6=0.0424\,m_0$.

The stiffness $\rho v_l^2=1.551\times10^{11}$ Pa equals $9.68\times10^{23}\ \mathrm{eV/cm^3}$, so
\begin{equation}
\frac{\Xi^2k_BT}{\rho v_l^2}=\frac{16\times0.02585}{9.68\times10^{23}}
=4.27\times10^{-25}\ \mathrm{eV^2\,cm^3}.
\end{equation}
With $g_h=1.331\times10^{20}\ \mathrm{eV^{-1}cm^{-3}}$ and $\pi/\hbar=4.77\times10^{15}\ \mathrm{eV^{-1}s^{-1}}$, equation (\ref{rate}) gives $\Gamma_h=2.71\times10^{11}\ \mathrm{s^{-1}}$. For light final states $g_l=6.64\times10^{18}\ \mathrm{eV^{-1}cm^{-3}}$ and $\Gamma_l=1.35\times10^{10}\ \mathrm{s^{-1}}$. Their ratio is $(m_h/m_l)^{3/2}=20$. The total gives $\tau=3.5$ ps.

Since $\tau\propto E^{-1/2}$, the transport average for a Boltzmann distribution is
\begin{equation}
\bar\tau=\frac{\int_0^\infty\tau E^{3/2}e^{-E/k_BT}dE}{\int_0^\infty E^{3/2}e^{-E/k_BT}dE}
=\tau(k_BT)\frac{\Gamma(2)}{\Gamma(5/2)}=\frac{4}{3\sqrt\pi}\,\tau(k_BT),
\end{equation}
where $\Gamma(2)$ and $\Gamma(5/2)$ are gamma functions. This is $0.752\times4.88=3.67$ ps. Each band has mobility $e\bar\tau/m$ and a population proportional to $m^{3/2}$, so
\begin{equation}
\mu=e\bar\tau\,\frac{m_h^{1/2}+m_l^{1/2}}{m_h^{3/2}+m_l^{3/2}}
=2.7\times10^4\ \mathrm{cm^2/Vs}\quad(2.7\ \mathrm{m^2/Vs}).
\end{equation}

\subsection*{What a real channel changes}

The mobility above is not a device prediction: measured room-temperature hole mobility in pure germanium is roughly $2\times10^3\ \mathrm{cm^2/Vs}$. Optical phonons are a large omission. With a rough energy of 37 meV, a coupling of $9\times10^8$ eV/cm and an assumed average overlap of $1/2$ for these phonons too, their rate at 50 meV is 3.6 times the acoustic one, and the mobility falls to about $7\times10^3\ \mathrm{cm^2/Vs}$. Shear strain, which also admits transverse phonons, adds the coupling $b\,(\sum_{ij}\varepsilon_{ij}J_iJ_j-\tfrac54\,\mathrm{tr}\,\varepsilon)$. For $|b|=2.4$ eV and a transverse sound speed of 3300 m/s it multiplies the acoustic out-rate of a heavy hole by 1.7 when $b$ and $\Xi$ have opposite signs and by 2.9 when they have the same sign. That coupling is not the identity in band space, so the overlap factor alone no longer describes it. It also depends on the direction of $\mathbf q$, so scattering back in no longer vanishes and the momentum rate differs from the out-rate: the acoustic mobility falls by 1.4 or 3.6 in the two cases. With shear and optical phonons together the model gives about $6\times10^3$ or $4\times10^3\ \mathrm{cm^2/Vs}$, still above the measured value.

The approximations behind the uniform average are much better. The largest heavy-to-heavy phonon energy is 4.6 meV, against $k_BT=25.9$ meV. Keeping the phonon energies and Bose occupations in the golden-rule integral changes the two rates by about 0.2\% and 0.1\%.

Cubic warping preserves the $1/2$ if each direction is weighted by its own density of states. The weighted sum of $P_f$ is then invariant under the cubic group, whose four-dimensional representation at the band top is irreducible, so the sum is a multiple $c$ of the identity. Taking the trace, $4c=2g_f$, gives $c=g_f/2$. The density itself does change: with $\gamma_2=4.2$ and $\gamma_3=5.7$ the heavy one rises by 15\% over the spherical value.

The split-off band, 0.29 eV away, takes a fraction $w$ of the light state. This leaves weight $2(1-w)$ of the light pair to spread over four $J=3/2$ states, so $\langle G_{hl}\rangle=(1-w)/2$. At 50 meV $w=0.015$, giving 0.493. The light density of states rises by 23\%, which matters more for $\Gamma_l$. These values are for spherical bands, where the heavy state does not mix. With warping and the split-off band together the heavy states mix as well: at 50 meV their density is about 1.4 times the spherical value, and the average overlap from a heavy hole along [110] falls to about 0.47.

Strain and confinement can break the result outright. A uniaxial splitting of 25 meV that puts $m=\pm3/2$ below $m=\pm1/2$ in hole energy at $k=0$, evaluated on a sphere of fixed wave number $0.236\ \mathrm{nm^{-1}}$ (that of the unstrained light hole at 50 meV), changes the average overlap with the upper pair to 0.27 for $m=\pm3/2$ and 0.73 for $m=\pm1/2$, with $m$ taken along the strain axis. On the surfaces of constant energy 50 meV above the midpoint of the two edges, with density-of-states weight, the upper pair gives 0.28 and 0.72, while the lower pair, which holds most of the final states, changes less, to 0.55 and 0.45. For hard walls, the first two heavy subbands are $k_BT$ apart when
\begin{equation}
L=\pi\hbar\sqrt{\frac{3}{2m_hk_BT}}\simeq12\ \mathrm{nm}\quad\text{at 300 K}.
\end{equation}
This value uses the spherical mass. For confinement along [001] the heavy mass is $m_0/(\gamma_1-2\gamma_2)=0.2\,m_0$, which gives 15 nm, and the lowest heavy and light subbands are already $k_BT$ apart at about 16 nm. These thicknesses mark a gradual crossover, not a sharp limit. When the channel is comparable with them or thinner, use subband wave functions and their own overlaps. A gate field confines the holes even in a thick channel: in a triangular well of 0.1 MV/cm, a sheet charge of about $9\times10^{11}\ \mathrm{cm^{-2}}$, the first two heavy levels for [001] are 47 meV apart, so the bulk result applies only at weaker fields. The Boltzmann average also needs low filling: at $10^{17}\ \mathrm{cm^{-3}}$ the ratio of hole density to effective band density is 0.02, but a strongly populated inversion layer needs Fermi statistics.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough germanium values, round conditions)
gamma1, gamma2, gamma3: 13.4, 4.2, 5.7
spherical gamma: 5.1
mass density: 5320 kg/m3
longitudinal sound speed: 5400 m/s
transverse sound speed: 3300 m/s
hydrostatic potential: 4 eV
shear potential, magnitude: 2.4 eV
split-off energy: 0.29 eV
optical phonon energy: 37 meV
optical coupling: 9e+08 eV/cm
temperature: 300 K
thermal energy kT: 25.85 meV
hole energy: 50 meV
OVERLAPS AND RATES
average overlap heavy-heavy: 0.500000
average overlap heavy-light: 0.500000
heavy-heavy average with weight q: 0.485714
heavy mass / m0: 0.3125
light mass / m0: 0.04237
heavy wave number: 0.6404 1/nm
heavy density of states, one member: 1.331e+20 1/(eV cm3)
rate heavy to heavy: 2.713e+11 1/s
same, phonon energy kept / formula: 0.99781
light wave number: 0.2358 1/nm
light density of states, one member: 6.643e+18 1/(eV cm3)
rate heavy to light: 1.355e+10 1/s
same, phonon energy kept / formula: 0.99917
rate ratio heavy-heavy / heavy-light: 20.03
total rate: 2.848e+11 1/s
relaxation time at hole energy: 3.511 ps
relaxation time at kT: 4.883 ps
transport-averaged relaxation time: 3.673 ps
mobility, hydrostatic acoustic only: 2.69e+04 cm2/Vs
NEGLECTED EFFECTS
largest heavy-heavy phonon energy: 4.55 meV
warped / spherical heavy density of states: 1.152
warped / spherical light density of states: 0.9973
split-off weight in light state: 0.0147
six-band heavy-light overlap: 0.4927
six-band / parabolic light density of states: 1.228
rate factor with shear, same sign: 2.91
rate factor with shear, opposite sign: 1.67
optical / acoustic rate at hole energy: 3.63
mobility, acoustic plus optical: 7.2e+03 cm2/Vs
chosen hole density: 1e+17 1/cm3
hole density / effective band density: 0.0217
uniaxial splitting: 25 meV
strained overlap into light pair from m=3/2: 0.272
strained overlap into light pair from m=1/2: 0.728
thickness where subband spacing is kT: 11.8 nm
\end{verbatim}
